Why Slow Cycling Wakes a Film More per Cycle: Drift and Trapping

A hafnia capacitor often shows more switchable polarization after some field cycling than when new. One explanation is that oxygen vacancies leave the interfaces. It seems to follow that slow cycles wake the film more, because vacancies drift for longer before the field reverses. Taken alone, this argument fails. The reversed half-cycle lasts just as long and drives the vacancies back. A longer half-period makes the excursion larger, but the return is larger too. Something must keep part of the progress when the field turns round.

Here that something is a trap inside the film. With it, the expected trend appears, but for two reasons that must be kept apart: a slow cycle contains more time under field, and it lets a vacancy travel further without interruption. The first reason operates even if the journey is a single hop. The second needs a journey of more than one hop and grows with its length.

**The model**

Independent vacancies start at one interface, on site 0, where the electrode acts as a reflecting wall. Neighbouring sites are a distance d apart, and a trap lies n hops inside. A vacancy that reaches the trap stays there in both field polarities. Wake-up means the trapped fraction; how polarization responds to it, interactions between vacancies, fatigue and breakdown are outside the model.

The field is uniform, with magnitude E, and is a symmetric square wave of frequency f. Each half-period lasts τ = 1/(2f). The inward half, which drives vacancies away from their starting interface, comes first; the outward half drives them back toward it.

Let U be the hopping barrier without field, q the vacancy charge and ν the attempt rate. The barrier top lies halfway between two sites, so the force lowers it by qEd/2 for a hop along the force and raises it by the same amount for a hop against it. The two rates are

a = ν exp[−(U − qEd/2)/kT],
b = ν exp[−(U + qEd/2)/kT].

Their ratio is a/b = exp(qEd/kT).

As an example take round parameters: q = 2e, E = 3 MV/cm, d = 0.25 nm, U = 0.65 eV, ν = 10¹³ s⁻¹ and T = 300 K. The film is 10 nm thick and the trap is at its middle, so n = 20. Then

qEd = 2 × (0.3 V/nm) × (0.25 nm) × e = 0.150 eV,
a = 10¹³ s⁻¹ × exp(−0.575/0.02585) ≈ 2190 s⁻¹,
b = a/331 ≈ 6.6 s⁻¹.

**Drift without randomness**

Away from the wall, the mean displacement in one half-period is (a − b)τ hops. Suppose first that every vacancy moves at this mean speed. The time needed to reach the trap is

t_n = n/(a − b) = 20/(2183 s⁻¹) ≈ 9.16 ms.

If τ is shorter than t_n, a vacancy moves out from the wall, turns before the trap and returns to the wall. The next cycle repeats the last, and no number of cycles wakes the film. If τ is longer than t_n, the first cycle captures everything. The threshold frequency is 1/(2t_n) ≈ 55 Hz. This value belongs to the chosen parameters, not to hafnia as such: both rates scale as exp(−U/kT), so a change of 0.1 eV in U at 300 K moves the threshold, and every frequency quoted below, by a factor exp(0.1/0.02585) ≈ 48.

Real hops are random, which blurs the threshold. The number of hops attempted in a half-period has a spread that grows as the square root of its mean, so the relative blur shrinks for long journeys. For a journey of 200 hops, the first cycle captures 0.13 % when τ is 0.8 of the transit time and 99.6 % when it is 1.2 of it.

**A film with no trap**

Now remove the trap and put a reflecting wall at each interface. This isolates what drift does by itself.

During a long outward half-period the vacancies settle against their starting wall. In that settled state no net current flows between neighbouring sites. Hops toward the wall have rate a and hops away from it have rate b, so the occupations p_j obey

a p_{j+1} = b p_j, hence p_j ∝ r^j with r = b/a.

The film is long enough for the sums to be extended to infinity. From Σ r^j = 1/(1 − r) and Σ j r^j = r/(1 − r)², the mean position is

⟨j⟩ = r/(1 − r) ≈ 0.0030 sites, or 0.00076 nm.

At 10 Hz the vacancies cross essentially the whole 10 nm film in the inward half and are back at this tiny distance when the cycle ends. After 100 000 cycles the result is the same.

At 10 kHz the mean displacement after one complete cycle is 0.025 nm, small but about thirty times larger than at 10 Hz. A vacancy that has just hopped inward has a chance of only about aτ ≈ 0.11 of being hopped back during the short outward half. Over many cycles these random differences spread the vacancies through the film. After 100 000 cycles their mean position is 4.987 nm, close to the middle.

The small deficit from 5 nm comes from looking at the end of an outward half. Once the motion is periodic, the distribution after an inward half is the mirror image of that after an outward half, so the two means lie equally far from the middle. They differ by the drift in one half-period. In a nearly uniform distribution over 41 sites, one site in 41 is blocked by a wall, so this drift is 0.109 × (40/41) × 0.25 nm ≈ 0.027 nm. Half of it is the deficit of 0.013 nm.

Without a trap, then, many fast cycles leave the vacancies more redistributed than many slow cycles do, when both are compared at the end of a cycle. The longer drift of a slow cycle is real, but so is its reversal.

**Survival with a trap**

Restore the trap and let p_j be the probability that a vacancy is still free and on site j, with j running from 0 to n − 1. For n ≥ 2, in the inward half,

dp_0/dt = b p_1 − a p_0,
dp_j/dt = a p_{j−1} + b p_{j+1} − (a + b)p_j for 1 ≤ j ≤ n − 1,

where p_n is set to zero because a captured vacancy does not return. Write this as dp/dt = Ap. The outward half has the same form with a and b exchanged; call its matrix B. One full cycle multiplies p by

M = exp(Bτ) exp(Aτ).

All entries of M are positive, since any free site can be reached from any other. Repeated cycles therefore bring the survivors to one fixed profile π_j, normalized to Σ π_j = 1, which each cycle multiplies by the largest eigenvalue λ of M. The settled gain per cycle is

Y = 1 − λ.

It is the share of the vacancies still free at the start of a cycle that the cycle captures.

**One hop: only time matters**

If the trap is one hop away, site 0 is the only free site. It loses vacancies at rate a in the inward half and at rate b in the outward half, so

λ = exp(−bτ) exp(−aτ) = exp[−(a + b)τ].

After N cycles, lasting t = 2Nτ in total, the survival is

λ^N = exp[−(a + b)Nτ] = exp[−(a + b)t/2].

The frequency has dropped out. A slow cycle captures more than a fast one because it lasts longer, and reversal plays no part. For a total time of 0.457 ms the formula gives 39.4 % captured. Simulated random hops give 39.9 % for one long cycle and 39.0 % for ten short ones, both within the sampling tolerance of five standard errors. A larger gain per slow cycle is therefore no evidence, by itself, that vacancies need a long uninterrupted drift.

**Many hops, fast cycling**

For small τ the two exponentials nearly combine into exp(Sτ), where S = A + B. Adding the two sets of equations gives

(Sp)_j = (a + b)(p_{j−1} + p_{j+1} − 2p_j).

At site 0 the sum is (a + b)(p_1 − p_0), which fits the same formula if we define p_{−1} = p_0. At the trap p_n = 0. The drift has cancelled, leaving an unbiased random walk.

Try u_j = cos[(j + ½)θ]. The identity for the sum of two cosines gives

u_{j−1} + u_{j+1} = 2 cos θ u_j.

The wall condition holds because cos(−θ/2) = cos(θ/2). The trap condition requires cos[(n + ½)θ] = 0, and its smallest solution is θ = π/(2n + 1). This mode is positive on all free sites and decays most slowly. Its eigenvalue of S is

s = −2(a + b)(1 − cos θ).

Since λ ≈ exp(sτ) and 2τ = 1/f,

−ln λ ≈ Γ/f, with Γ = (a + b)(1 − cos θ).

When Γ/f is small, Y ≈ Γ/f.

The order of the two half-cycles could add a correction, because A and B do not commute. To the next order,

M = exp{Sτ + ½(BA − AB)τ² + …}.

Substituting B = S − A turns BA − AB into SA − AS. The matrix S is symmetric, so with u as a row on the left and a column on the right,

uᵀ(SA − AS)u = s uᵀAu − s uᵀAu = 0.

The term in τ² thus leaves the eigenvalue of the exponent unchanged at that order. The first surviving correction is of order τ³, or τ² relative to the leading term. The numerical tests confirm that the relative error falls at least thirtyfold when the frequency rises from 10 to 100 kHz.

In the example,

Γ = (2196.5 s⁻¹) × [1 − cos(π/41)] ≈ 6.44 s⁻¹,

so at 10 kHz the gain is 6.44/10 000, or 0.064 % per cycle.

The field still matters here, though its mean push cancels. From the two rates,

a + b = 2ν exp(−U/kT) cosh(qEd/2kT).

The hyperbolic cosine is about 9.1 in the example: the field makes vacancies hop about nine times more often than heat alone would. Fast cycling wakes the film by field-enhanced random hopping, and Y grows as 1/f because a longer cycle contains more hops.

**Many hops, slow cycling**

When b is negligible, a vacancy starting at the wall is captured in its first cycle if at least n hops occur during the inward half. The number of hops is Poisson distributed with mean x = aτ, so the captured fraction is

P_n(x) = 1 − e^(−x) Σ_{k=0}^{n−1} x^k/k!.

Differentiation of the product gives

dP_n/dx = e^(−x) [Σ_{k=0}^{n−1} x^k/k! − Σ_{k=0}^{n−2} x^k/k!]
= e^(−x) x^(n−1)/(n − 1)!.

This is positive, so first-cycle capture rises with the half-period. For small x it varies as x^n/n!, far more steeply than the elapsed time. At 50 Hz the formula gives 68.7 %, against 68.2 % with b included.

First-cycle capture is also a lower bound on Y. Let w_j be the chance of capture within one cycle from site j. Give two vacancies the same sequence of attempted hops. The wall can bring them together but cannot make them change order, so the one that starts nearer the trap is captured no later. Hence w_j ≥ w_0, and

Y = Σ π_j w_j ≥ w_0.

At 100 Hz the bound is 0.88 %, while Y is 12.7 %. The difference equals Σ π_j(w_j − w_0), so it comes entirely from survivors that begin a cycle away from the wall. They have kept some earlier progress because the return was incomplete. At 30 Hz the two values agree at 99.88 %.

**Reading the frequency dependence**

The settled gains are:

10 kHz: Y = 0.064 %, Yf = 6.44 s⁻¹
1 kHz: Y = 0.654 %, Yf = 6.54 s⁻¹
300 Hz: Y = 2.44 %, Yf = 7.33 s⁻¹
100 Hz: Y = 12.7 %, Yf = 12.7 s⁻¹
50 Hz: Y = 70.4 %, Yf = 35.2 s⁻¹
30 Hz: Y = 99.9 %, Yf = 30.0 s⁻¹
10 Hz: Y = 100.0 %, Yf = 10.0 s⁻¹

Between 10 kHz and 1 kHz a tenfold longer cycle gives a tenfold gain, as expected from time alone. Between 100 and 50 Hz the cycle only doubles in length, but Y rises by a factor of 5.6. Here more vacancies finish the journey before reversal. Below about 30 Hz almost everything has been captured, and additional time has little left to act on.

The quantity Yf is the gain of one cycle divided by its duration. On the frequency scan it peaks at 38 s⁻¹ near 42 Hz. It must fall at low frequency because Y cannot exceed 1. This does not mean that the last free vacancies vanish more slowly there. Their logarithmic decay rate is −f ln λ, which is

50 Hz: −50 × ln(0.2957) ≈ 61 s⁻¹,
30 Hz: −30 × ln(0.00121) ≈ 200 s⁻¹.

The peak in Yf marks the best average yield per unit time from one settled cycle. It is not the best frequency for every waking target.

**Separating drift from time**

To isolate the effect of reversal, hold the total field time fixed. Start all vacancies at the interface and apply the field for 33.3 ms. One cycle at 30 Hz traps 99.9 %. One hundred cycles at 3 kHz trap 3.4 %. Both treatments spend equal times in each polarity, with the same field and temperature. They differ in how often the drift is interrupted. For a one-hop trap the corresponding difference disappears, as shown above.

The fast treatment does worse even than its settled rate suggests. Using Γ from the start would give 1 − exp(−6.44 × 0.0333) ≈ 19 %. The vacancies begin at the wall, however, and must first spread toward the trap. The same delay appears after 100 cycles at 10 kHz, when 0.005 % are trapped rather than the 6 % expected from a settled profile.

The advantage of uninterrupted drift grows with distance. Compare the threshold frequency, which sets the scale of Yf for slow cycling, with Γ. For large n, 1 − cos θ ≈ θ²/2 ≈ π²/(8n²), and for a ≫ b

[1/(2t_n)]/Γ ≈ [a/(2n)] × [8n²/(aπ²)] = 4n/π².

For n = 20 this estimate is 8.1, and the computed values give 54.6/6.44 ≈ 8.5. Directed travel takes a time proportional to n, whereas random spreading takes a time proportional to n².

This suggests a measurement: plot wake-up against total field time rather than cycle number. Take each reading after a complete cycle, because capture is much faster in the inward half than in the outward half. In this model, such data from different frequencies coincide if the trap is one hop away. They also nearly coincide for a distant trap if all the frequencies are far above threshold, since the mean random walk then governs each of them. Coincidence alone therefore does not establish a one-hop process. Within the model, curves that separate as the half-period approaches the transit time show that interruption matters. In a real capacitor such a separation is only consistent with this explanation, because incomplete polarization switching at high frequency or slow charge trapping can also make wake-up depend on frequency.

**Where the explanation stops**

The trap must hold vacancies for longer than the experiment. If the reversed field can empty it, part of the gain is lost, and the trap-free film shows the limit of no retention. The waveform must also be balanced. A built-in field or unequal half-periods can leave a net drift in each cycle. Depending on its direction, this carries vacancies toward the trap even without random hopping, or holds them near the starting wall. A spread of barriers gives a spread of transit times and blurs the threshold. Charge carried by the vacancies can change the local field, so a and b need not stay constant as the film wakes.

Within these limits, the half-period matters in two ways. It sets how much hopping fits into a cycle, and, for a journey of many hops, whether the trap is reached before the field takes the progress back. The trap makes either gain permanent. The numerical output below gives the values behind the comparison.

Calculated quantities

```
Temperature: 300 K
Field: 3.0 MV/cm
Hop length: 0.25 nm; charge: 2 e
Barrier: 0.65 eV; attempt rate: 1.0e+13 1/s
Hops to trap: 20; distance: 5.00 nm
Film thickness: 10.00 nm
Thermal energy: 0.02585 eV
Field work per hop: 0.150 eV
Rate along force a: 2189.9 1/s
Rate against force b: 6.615 1/s; a/b: 331.0
Transit time: 9.160 ms
Frequency with half-period = transit: 54.58 Hz
Fast-cycling capture rate Gamma: 6.4450 1/s
Settled gain Y per cycle; net hops are (a-b)*tau:
  10 Hz: net hops 109.164, Y 100.0000 %, Y*f 10.000 1/s, Y*f/Gamma 1.552
  30 Hz: net hops 36.388, Y 99.8791 %, Y*f 29.964 1/s, Y*f/Gamma 4.649
  50 Hz: net hops 21.833, Y 70.4286 %, Y*f 35.214 1/s, Y*f/Gamma 5.464
  100 Hz: net hops 10.916, Y 12.6562 %, Y*f 12.656 1/s, Y*f/Gamma 1.964
  300 Hz: net hops 3.639, Y 2.4418 %, Y*f 7.325 1/s, Y*f/Gamma 1.137
  1000 Hz: net hops 1.092, Y 0.6539 %, Y*f 6.539 1/s, Y*f/Gamma 1.015
  10000 Hz: net hops 0.109, Y 0.0644 %, Y*f 6.444 1/s, Y*f/Gamma 1.000
Trapped after 100 cycles, all starting at interface:
  100 Hz: 100 %
  1000 Hz: 34.14 %
  10000 Hz: 0.004727 %
First-cycle capture, full model and one-way Poisson tail:
  30 Hz: 99.879 %, 99.889 %
  50 Hz: 68.183 %, 68.650 %
  100 Hz: 0.877 %, 0.887 %
Largest Y*f on scan: 38.02 1/s at 42.2 Hz
Equal-time test, total time: 33.33 ms
  1 cycle at 30 Hz: 99.879 % trapped
  100 cycles at 3000 Hz: 3.437 % trapped
One-hop trap, total time 0.4566 ms:
  formula 39.44 %, simulated 1 cycle 39.87 %, 10 cycles 38.96 %
Simulation check, 10 cycles at 100 Hz: matrix 67.43 %, hops 67.27 %
200-hop journey, half-period/transit 0.8: 0.1306 %
200-hop journey, half-period/transit 1.2: 99.6253 %
No trap, mean distance from starting interface:
  10 Hz: after inward half 9.99924 nm
    after 1 cycle 0.00076 nm, after 100000 cycles 0.00076 nm
  10000 Hz: after inward half 0.02737 nm
    after 1 cycle 0.02475 nm, after 100000 cycles 4.98669 nm
```
